# Why residual-minimizing band solvers can duplicate or skip eigenstates: verification in Python

```python
# Result under test: the squared residual F(x) = |(H - rho) x|^2, rho = <x|H|x>,
# is minimal (zero) at EVERY eigenvector of H, so bands refined one by one may
# duplicate one eigenstate and skip another.
# H: fixed Kohn-Sham matrix of N2 (PBE) in a Loewdin-orthonormal basis, in eV.
# levels, V: its eigenvalues and eigenvectors; x: unit trial vector.
import numpy as np
from scipy.linalg import eigh, ldl, svd
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
BOND = 1.10      # angstrom
DEPTH = 6        # new directions per sweep
norm = np.linalg.norm
rng = np.random.default_rng(7)


def kohn_sham(basis):
    mol = gto.M(atom=[["N", (0, 0, -BOND / 2)], ["N", (0, 0, BOND / 2)]],
                basis=basis, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    s, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    root = (u * np.sqrt(s)) @ u.T
    inv_root = (u / np.sqrt(s)) @ u.T
    h = inv_root @ np.array(mf.get_fock()) @ inv_root * EV
    return mol, mf, root, inv_root, (h + h.T) / 2


def unit(x):
    return x / norm(x)


def energy(x):
    return x @ H @ x / (x @ x)


def residual(x):
    x = unit(x)
    return norm(H @ x - energy(x) * x)


def sweep(x, depth=DEPTH):
    """Minimize |(H - eps) y| / |y| in the space built from x, eps = energy(x)."""
    eps = energy(x)
    basis = [x]
    for _ in range(depth):
        w = H @ basis[-1]
        b = np.array(basis)
        for _ in range(2):
            w = w - b.T @ (b @ w)
        size = norm(w)
        if size < 1e-6:          # space is already invariant under H
            break
        basis.append(w / size)
    b = np.array(basis).T
    c = svd(H @ b - eps * b, full_matrices=False)[2][-1]
    return unit(b @ c)


def refine(x, tol=1e-5, max_sweeps=400, depth=DEPTH):
    x = unit(x)
    history = [residual(x)]
    while history[-1] > tol and len(history) <= max_sweeps:
        x = sweep(x, depth)
        history.append(residual(x))
    h = np.array(history)
    assert np.all(h[1:] <= h[:-1] * (1 + 1e-8) + 1e-9)   # never rises
    return x, history[-1], len(history) - 1


def diis_residual(x, depth, step):
    """Usual DIIS recursion with stored vectors and a generalized eigenproblem."""
    eps = energy(x)
    xs = [x]
    best = x
    for _ in range(depth):
        xs.append(best + step * (H @ best - eps * best))
        m = np.array(xs).T
        r = H @ m - eps * m
        val, c = eigh(r.T @ r, m.T @ m)
        best = unit(m @ c[:, 0])
    return norm(H @ best - eps * best)


mol, mf, root, inv_root, H = kohn_sham("cc-pvdz")
levels, V = np.linalg.eigh(H)
n = len(levels)
HOMO, LUMO = 6, 7
gap = levels[LUMO] - levels[HOMO]
names = {2: "2sigma_g", 3: "2sigma_u", 4: "1pi_u", 5: "1pi_u",
         6: "3sigma_g", 7: "1pi_g", 8: "1pi_g"}

# inversion through the bond centre: swap atoms, change sign of p functions
labels = mol.ao_labels(fmt=False)
inversion = np.zeros((n, n))
for i, lab in enumerate(labels):
    inversion[(i + n // 2) % n, i] = -1.0 if "p" in lab[2] else 1.0
assert np.abs(inversion @ H @ inversion.T - H).max() < 1e-3
parity = [round(float(V[:, k] @ inversion @ V[:, k])) for k in range(2, 9)]
assert parity == [1, -1, -1, -1, 1, 1, 1]
assert abs(levels[5] - levels[4]) < 1e-3 and abs(levels[8] - levels[7]) < 1e-3
assert levels[6] - levels[5] > 0.1

print(f"N2, PBE/cc-pVDZ, bond {BOND:.2f} angstrom, {n} basis functions")
for k in (2, 3, 4, 6, 7):
    print(f"level {names[k]}: {levels[k]:.3f} eV")
print(f"HOMO-LUMO gap {gap:.3f} eV; highest level {levels[-1]:.1f} eV")

# --- curvature at the HOMO: residual against energy
t = 1e-4
v = V[:, HOMO]
u = rng.normal(size=n)
u = unit(u - v * (v @ u))
weights = (V.T @ u) ** 2
curv_F = (residual(v + t * u) ** 2 + residual(v - t * u) ** 2) / (2 * t * t)
formula_F = weights @ (levels - levels[HOMO]) ** 2
assert abs(curv_F / formula_F - 1) < 1e-3
tr = 1e-3
curv_E = (energy(v + tr * u) + energy(v - tr * u) - 2 * energy(v)) / (2 * tr**2)
formula_E = weights @ (levels - levels[HOMO])
assert abs(curv_E - formula_E) < 1e-3 * (weights @ abs(levels - levels[HOMO]))
others = [j for j in range(n) if j != HOMO]
down_E = sum(energy(v + 1e-2 * V[:, j]) < energy(v) for j in others)
down_F = sum(residual(v + 1e-2 * V[:, j]) < residual(v) for j in others)
assert down_E == HOMO and down_F == 0
print(f"downhill directions at 3sigma_g: energy {down_E}, residual {down_F}")

# --- two-state mixtures: barrier height, stationarity, saddle, 45 degree divide
core = V[:, :2]


def no_core(x):
    return unit(x - core @ (core.T @ x))


for partner in (2, LUMO):
    delta = abs(levels[partner] - levels[HOMO])

    def mixture(deg):
        a = np.radians(deg)
        return np.cos(a) * v + np.sin(a) * V[:, partner]

    for deg in (20, 33, 45, 70):
        expect = delta / 2 * abs(np.sin(2 * np.radians(deg)))
        assert abs(residual(mixture(deg)) - expect) < 1e-7
    top = mixture(45)
    for _ in range(3):
        d = no_core(rng.normal(size=n))
        slope = (residual(top + t * d)**2 - residual(top - t * d)**2) / (2 * t)
        assert abs(slope) < 1e-2
    assert residual(mixture(44)) < residual(top) > residual(mixture(46))
    assert residual(top + 1e-2 * V[:, -1]) > residual(top)   # saddle, not a peak
    print(f"3sigma_g/{names[partner]} barrier residual {residual(top):.3f} eV")
    for deg in (40, 44, 46, 50):
        y, res, _ = refine(mixture(deg))
        target = HOMO if deg < 45 else partner
        assert res < 1e-4 and (V[:, target] @ y) ** 2 > 0.9999
        if deg in (44, 46):
            print(f"  mixing angle {deg} deg -> lands at {energy(y):.3f} eV")

# --- fixed reference energy, whole space: the nearest eigenstate is chosen
for eps in (-24.0, -11.0, -5.0, 3.0):
    y = svd(H - eps * np.eye(n))[2][-1]
    assert abs(energy(y) - levels[np.argmin(abs(levels - eps))]) < 1e-2

# --- atomic trials on equivalent atoms, refined one by one
half = [i for i in range(n // 2) if labels[i][2] in ("2s", "2p")]
atomic = []
for i in half:
    atomic += [no_core(root[:, i]), no_core(root[:, i + n // 2])]
assert len(atomic) == 8
span_res = norm((H - energy(atomic[0]) * np.eye(n)) @ sweep(atomic[0], 3))
usual_res = diis_residual(atomic[0], 3, 0.05)
assert abs(span_res / usual_res - 1) < 1e-5
print(f"2s trial: residual {residual(atomic[0]):.3f} eV at start, "
      f"{span_res:.3f} eV after 3 DIIS steps")

occupied = V[:, 2:7]


def rank(m, cut=0.01):
    return int(np.sum(svd(m, compute_uv=False) > cut))


raw = []
print("atomic trials refined separately (atom A, atom B):")
for q, i in enumerate(half):
    xa, xb = atomic[2 * q], atomic[2 * q + 1]
    ya, ra, na = refine(xa)
    yb, rb, nb = refine(xb)
    assert max(ra, rb) < 1e-4
    assert abs(ya @ yb) > 0.9999            # symmetry forces a duplicate
    raw += [ya, yb]
    print(f"  {labels[i][2]}{labels[i][3]}: start {energy(xa):.3f}, "
          f"ends {energy(ya):.3f} and {energy(yb):.3f} eV; "
          f"start overlap {abs(xa @ xb):.3f}, final {abs(ya @ yb):.6f}")
raw = np.array(raw).T
raw_rank, raw_occ = rank(raw), rank(occupied.T @ raw)
assert raw_rank <= 4 and raw_occ < 5
print(f"separate: {raw_rank} independent states from 8 trials, "
      f"{raw_occ} of 5 occupied valence states found")

# --- same trials, but Rayleigh-Ritz rotation first
Q = np.linalg.qr(np.array(atomic).T)[0]
ritz_e, ritz_c = np.linalg.eigh(Q.T @ H @ Q)
ritz = Q @ ritz_c
cured = []
for k in range(8):
    y, res, _ = refine(ritz[:, k])
    assert res < 1e-4
    cured.append(y)
cured = np.array(cured).T
cured_occ = rank(occupied.T @ cured)
assert cured_occ == 5
print("Ritz energies before refinement (eV): "
      + " ".join(f"{e:.2f}" for e in ritz_e))
print(f"rotated first: {rank(cured)} independent states, "
      f"{cured_occ} of 5 occupied valence states found")

# --- an orthonormal set with tiny residuals can still omit the HOMO
a = np.radians(50)
stray = refine(np.cos(a) * v + np.sin(a) * V[:, LUMO])[0]
skipped = np.column_stack([V[:, 2:6], stray])
assert norm(skipped.T @ skipped - np.eye(5)) < 1e-4
assert max(residual(x) for x in skipped.T) < 1e-4
sigma = (levels[HOMO] + levels[LUMO]) / 2
pivots = ldl(H - sigma * np.eye(n))[1]
inertia = int(np.sum(np.linalg.eigvalsh(pivots) < 0)) - 2    # two 1s states
found = int(np.sum(np.linalg.eigvalsh(skipped.T @ H @ skipped) < sigma))
assert inertia == 5 and found == 4
print(f"valence states below {sigma:.3f} eV: inertia {inertia}, "
      f"skipped set {found}")

# --- random contamination of the five occupied valence states
# Trials unfinished after 300 small-space sweeps are recorded, then completed
# in the largest space that H can build from them.
print("random contamination, 8 sets of 5 trials:")
finished = 0
stalled = []       # residual, separation and joint weight of two main levels
for w in (0.002, 0.05, 0.5):
    back = near = quick = 0
    start_shift = []
    for _ in range(8):
        for k in range(2, 7):
            d = no_core(rng.normal(size=n))
            d = unit(d - V[:, k] * (V[:, k] @ d))
            x = np.sqrt(1 - w) * V[:, k] + np.sqrt(w) * d
            start_shift.append(energy(x) - levels[k])
            nearest = levels[np.argmin(abs(levels - energy(x)))]
            y, res, _ = refine(x, tol=1e-2, max_sweeps=300)
            if res <= 1e-2:
                quick += 1
            else:
                p = (V.T @ y) ** 2
                first = abs(levels - levels[np.argmax(p)]) < 0.02
                e2 = levels[np.argmax(np.where(first, 0, p))]
                second = (abs(levels - e2) < 0.02) & ~first
                stalled.append((res, abs(e2 - levels[np.argmax(p)]),
                                p[first].sum() + p[second].sum()))
                y, res, _ = refine(y, tol=1e-2, max_sweeps=30, depth=n - 1)
            finished += res <= 1e-2
            same = abs(levels - levels[k]) < 0.02
            back += np.sum((V[:, same].T @ y) ** 2) > 0.9
            near += abs(energy(y) - nearest) < 0.05
    if w == 0.002:
        assert back == 40
    if w == 0.5:
        assert back < 40
    print(f"  weight {w:.3f}: mean energy shift {np.mean(start_shift):.2f} eV, "
          f"own level {back}/40, nearest level {near}/40, "
          f"done in 300 sweeps {quick}/40")
assert finished == 120
print(f"converged after completion: {finished}/120")
if stalled:
    mid = np.median(np.array(stalled), axis=0)
    print(f"{len(stalled)} stalled trials, medians: residual {mid[0]:.3f} eV, "
          f"two main levels {mid[1]:.3f} eV apart, joint weight {mid[2]:.3f}")

# --- cost of a wrong set, and size of what the example leaves out
skip_sum = 2 * (levels[LUMO] - levels[HOMO])
dup_sum = 2 * (levels[2] - levels[HOMO])
orb = inv_root @ V
occ = orb[:, [0, 1, 2, 3, 4, 5, LUMO]]
dm_wrong = 2 * occ @ occ.T
rise = float(mf.energy_tot(dm=dm_wrong) - mf.e_tot) * EV
assert rise > 0 and dup_sum < 0
print(f"band-sum error: HOMO skipped for LUMO {skip_sum:+.3f} eV, "
      f"2sigma_g counted twice {dup_sum:+.3f} eV")
print(f"total-energy error of the skipped set {rise:+.3f} eV")
F_wrong = np.array(mf.get_fock(dm=dm_wrong)) * EV
for k in (HOMO, LUMO):
    shift = float(orb[:, k] @ F_wrong @ orb[:, k] - levels[k])
    print(f"density feedback on {names[k]} expectation energy {shift:+.3f} eV")
H_big = kohn_sham("cc-pvtz")[4]
big = np.linalg.eigvalsh(H_big)
print(f"cc-pVTZ: HOMO {big[HOMO]:.3f} eV, gap {big[LUMO] - big[HOMO]:.3f} eV, "
      f"highest level {big[-1]:.1f} eV")
print("checks complete")
```

Running it gives:

```
N2, PBE/cc-pVDZ, bond 1.10 angstrom, 28 basis functions
level 2sigma_g: -27.987 eV
level 2sigma_u: -13.089 eV
level 1pi_u: -11.233 eV
level 3sigma_g: -9.718 eV
level 1pi_g: -1.444 eV
HOMO-LUMO gap 8.274 eV; highest level 76.2 eV
downhill directions at 3sigma_g: energy 6, residual 0
3sigma_g/2sigma_g barrier residual 9.134 eV
  mixing angle 44 deg -> lands at -9.718 eV
  mixing angle 46 deg -> lands at -27.987 eV
3sigma_g/1pi_g barrier residual 4.137 eV
  mixing angle 44 deg -> lands at -9.718 eV
  mixing angle 46 deg -> lands at -1.444 eV
2s trial: residual 17.068 eV at start, 9.946 eV after 3 DIIS steps
atomic trials refined separately (atom A, atom B):
  2s: start -15.579, ends -13.089 and -13.089 eV; start overlap 0.223, final 1.000000
  2px: start -3.131, ends -1.444 and -1.444 eV; start overlap 0.122, final 1.000000
  2py: start -3.131, ends -1.444 and -1.444 eV; start overlap 0.122, final 1.000000
  2pz: start -6.932, ends -9.718 and -9.718 eV; start overlap 0.340, final 1.000000
separate: 4 independent states from 8 trials, 2 of 5 occupied valence states found
Ritz energies before refinement (eV): -26.37 -8.70 -7.39 -7.39 -5.69 2.31 2.31 22.59
rotated first: 8 independent states, 5 of 5 occupied valence states found
valence states below -5.581 eV: inertia 5, skipped set 4
random contamination, 8 sets of 5 trials:
  weight 0.002: mean energy shift 0.08 eV, own level 40/40, nearest level 40/40, done in 300 sweeps 40/40
  weight 0.050: mean energy shift 2.11 eV, own level 40/40, nearest level 16/40, done in 300 sweeps 40/40
  weight 0.500: mean energy shift 20.28 eV, own level 1/40, nearest level 8/40, done in 300 sweeps 25/40
converged after completion: 120/120
15 stalled trials, medians: residual 0.049 eV, two main levels 0.140 eV apart, joint weight 1.000
band-sum error: HOMO skipped for LUMO +16.548 eV, 2sigma_g counted twice -36.538 eV
total-energy error of the skipped set +18.431 eV
density feedback on 3sigma_g expectation energy -1.516 eV
density feedback on 1pi_g expectation energy +0.302 eV
cc-pVTZ: HOMO -10.084 eV, gap 8.314 eV, highest level 426.5 eV
checks complete
```
